Diffusion Response and Mean Delay of a Uniformly Illuminated Germanium Absorber, part 2

Modulated light creates electrons in a quasi-neutral p-type germanium absorber. The problem is how long they take to diffuse out, and how this limits the bandwidth. The absorber runs from a blocking face at x = 0 to a collecting face at x = W, with a depleted silicon collector beyond.

The excess electron density n and uniform generation G are amplitudes multiplied by exp(iωt). A prime means d/dx, and s = iω. The electron flux toward larger x is −Dn', where D is the diffusivity. With k² = s/D, the blocking condition n'(0) = 0 gives n = G/s − B cosh(kx), and the collecting face fixes B. For an ideal sink, n(W) = 0, the collected flux divided by GW is

H(ω) = tanh(z)/z,  z = kW = √(iωW²/D).  (8)

With t_D = W²/D and angle brackets for an average over arrival times t,

H = ⟨exp(−st)⟩ = 1 − s⟨t⟩ + s²⟨t²⟩/2 − … ,  (10)

⟨t⟩ = t_D/3 = W²/(3D),  (12)

σ² = ⟨t²⟩ − ⟨t⟩² = (12/45 − 5/45) t_D² = 7t_D²/45.  (13)

An electron created at x waits a mean time T(x) for collection. A random walk with time step δt gives, with T'(0) = 0 and T(W) = 0,

D T'' = −1,  (14)

T(x) = (W² − x²)/(2D).  (15)

The example has W = 1000 nm, light near 1550 nm and a temperature of 300 K. The electron mobility μ is roughly 2000 cm²/Vs and the thermal voltage V_T is 25.85 mV, so D = μV_T = 51.7 cm²/s. Then t_D = 193.4 ps, ⟨t⟩ = 64.5 ps, σ = 76.3 ps, and the 3 dB frequency, where |H|² = ½, is 2.15 GHz. The hole density is 10¹⁸ cm⁻³ and q is the elementary charge. In the terminal current, H is multiplied by a collector transit factor with mean delay 1.5 ps.

**A collecting face of finite speed**

Electrons leave the absorber at a finite rate, limited by emission over the junction and by drift beyond it. Describe this by a collection velocity v:

−D n'(W) = v n(W).  (26)

The ideal sink is the limit of large v. The blocking face still requires n = G/s − B cosh(kx). Inserting this into (26),

D k B sinh z = v(G/s − B cosh z),

B = (G/s) v/(D k sinh z + v cosh z).

The collected flux is D k B sinh z. Dividing it by GW, then dividing numerator and denominator by v cosh z, gives

H_v = [D k/(sW)] tanh z/[1 + (Dk/v) tanh z].

Since s = Dk², the prefactor is 1/(kW) = 1/z:

H_v = tanh z/{z [1 + (Dk/v) tanh z]}.  (27)

At very high frequency tanh z approaches 1 and |Dk/v| becomes large, so H_v → v/(sW). The magnitude then falls as 1/ω and the phase tends to −90°, instead of the ω^(−1/2) and −45° of a perfect sink. This limit requires ω ≫ v²/D. For v of roughly 6×10⁶ cm/s that means frequencies far above 110 GHz, well outside the band of this device. The approach is slow: the phase is −68° at 110 GHz and −79° at 1 THz, where ω times the time between collisions is about one and the diffusion equation no longer holds. The −45° plateau does not appear for this v either, since the phase is already −54° at 5 GHz and −60° at 30 GHz.

At small s, tanh(z)/z ≈ 1 − st_D/3 and (Dk/v) tanh z ≈ Dk²W/v = sW/v. To first order H_v = 1 − s(t_D/3 + W/v), so

⟨t⟩ = W²/(3D) + W/v.  (28)

The added term has a direct meaning. To carry a steady flux GW through the face, the density there must be GW/v. This raises the density throughout the layer by the same amount and stores GW²/v more electrons per unit area. In a steady state the stored number divided by the flux is the mean residence time, so the increase is W/v.

The ratio of the second term in (28) to the first is 3D/(vW). For v of roughly 6×10⁶ cm/s, 3D/v = 259 nm. At W = 1000 nm the added delay is 16.7 ps, which is 26% of the ideal delay, and the 3 dB frequency falls from 2.15 to 1.78 GHz. The quadratic law therefore requires W ≫ 3D/v. If W were 200 nm with D and v held fixed, the first term would be 2.6 ps and the second 3.3 ps, and W²/(3D) would be less than half of the total. That thickness is only about four mean free paths (see below), so these diffusion figures are rough.

**Electrons lost on the way**

With a bulk electron lifetime τ, the loss term −n/τ is added to the continuity equation. For modulated light sn becomes (s + 1/τ)n, so the ideal-sink response is the earlier one with s shifted:

H_τ(s) = H(s + 1/τ) = ⟨exp(−st) exp(−t/τ)⟩.  (29)

The second form shows that an electron needing time t to reach the collector survives with probability exp(−t/τ). At zero frequency the collected fraction is

H_τ(0) = tanh(W/L)/(W/L),  L = √(Dτ).  (30)

For a lifetime of about 1 ns, 6.0% of the electrons are lost. The leading estimate ⟨t⟩/τ = 64.5 ps/1000 ps gives 6.4%.

The mean delay must now be taken over collected electrons, since lost ones have no arrival time:

⟨t⟩_coll = ⟨t exp(−t/τ)⟩/⟨exp(−t/τ)⟩.

Expanding to first order in 1/τ, the numerator is ⟨t⟩ − ⟨t²⟩/τ and the denominator is 1 − ⟨t⟩/τ. Their ratio is

⟨t⟩_coll ≈ ⟨t⟩ − (⟨t²⟩ − ⟨t⟩²)/τ = ⟨t⟩ − σ²/τ.  (31)

Slow electrons are more likely to be lost, so the surviving ones have a shorter mean. The correction is (76.3 ps)²/1000 ps = 5.8 ps, or 9% of the ideal delay. Without the expansion the reduction is 8.3%. The shorter delay is paid for with signal.

The blocking face may also destroy electrons. Let its recombination velocity be S. Electrons reach this face by moving toward smaller x, so the loss flux is +D n'(0) = S n(0). In steady state with an ideal sink and no bulk loss, D n'' = −G has the solution

n = −Gx²/(2D) + A x + C.

The condition at x = 0 gives A = SC/D. The condition n(W) = 0 gives C(1 + SW/D) = GW²/(2D). The lost fraction is

SC/(GW) = (SW/2D)/(1 + SW/D).  (32)

With S of roughly 10⁴ cm/s, SW/D = 0.0193 and the loss is 0.95%. The mean delay of the collected electrons falls by 1.7%. A face counts as blocking when S ≪ D/W, which is 5.2×10⁵ cm/s here.

**Uneven light and graded doping**

Light entering through the blocking face is absorbed as exp(−αx). Let y = x/W and b = αW. The mean delay is T(x) averaged with this weight. For small b, replace exp(−by) by 1 − by:

⟨t⟩ ≈ (t_D/2) [∫₀¹ (1 − by)(1 − y²) dy]/[∫₀¹ (1 − by) dy]

= (t_D/2) (2/3 − b/4)/(1 − b/2)

≈ (t_D/3)(1 + b/8).  (33)

The last line uses (1 − 3b/8)/(1 − b/2) ≈ 1 + b/8. With α roughly 2000 cm⁻¹, a value that applies at this wavelength to tensile-strained germanium grown on silicon (unstrained germanium absorbs markedly less), b = 0.2 and the estimate is +2.5%, in agreement with the 2.5% found with the full exponential. Light entering from the other side changes the sign of the first-order term, because more electrons are then born near the collector.

Doping has a larger effect. Suppose the hole density p falls exponentially by a factor r from the blocking face to the collecting face. In equilibrium the hole current vanishes, so hole drift balances hole diffusion. For non-degenerate holes this reads pE = V_T dp/dx. The field is then

E = −V_T φ/W,  φ = ln r.  (34)

It points toward the blocking face and pushes electrons, being negative, toward the collector at speed w = μV_Tφ/W = Dφ/W. In the random walk for T(x), the mean displacement w δt adds a term w T' to the left side of the waiting-time equation:

D T'' + w T' = −1.  (35)

With T'(0) = 0 the solution for the slope is T' = −(1/w)[1 − exp(−wx/D)]. Substitution confirms it: DT'' = −exp(−wx/D), while wT' = −1 + exp(−wx/D), and the sum is −1.

Integrating the average of T by parts gives (1/W)[xT]₀^W − (1/W)∫₀^W xT' dx. The boundary term vanishes because T(W) = 0. With y = x/W and W/w = t_D/φ,

⟨t⟩ = (t_D/φ) ∫₀¹ y[1 − exp(−φy)] dy

= (t_D/φ) {½ − [1 − (1 + φ) exp(−φ)]/φ²}.  (36)

For small φ, expanding the exponential in the integral gives t_D(1/3 − φ/8), which returns the ideal result at φ = 0. A doping ratio of 2 gives φ = 0.693, and (36) is 22% below the ideal delay. D and the band gap were held constant across the layer in this comparison. In heavily doped germanium the gap narrows as the doping rises, which opposes part of the field's push on the electrons and by itself makes the reduction smaller. Near 10¹⁸ cm⁻³ the holes are also mildly degenerate, which raises the drop by 5 to 10%. With an empirical fit for the narrowing, the two effects together bring the reduction to roughly 17 to 18%. The energy drop involved is less than the thermal energy, yet it matters because it acts on every electron over the whole path.

**Effects of temperature, current and mean free path**

If mobility varies as T^(−1.66), a rough law for scattering by lattice vibrations, then D = μV_T varies as T^(−0.66). Heating from 300 to 350 K at fixed thickness raises the ideal delay by the factor (350/300)^0.66, or 11%. Impurity scattering in a heavily doped layer weakens the fall of mobility with temperature. The delay then rises less, and it decreases on heating if the mobility falls more slowly than 1/T.

Take a photocurrent of 0.1 mA in a device 20 µm across. The current density J is 31.8 A/cm². The steady electron density at the blocking face, including the rise caused by finite v, is

n(0) = JW/(2qD) + J/(qv) = 2.3×10¹⁴ cm⁻³.  (37)

This is 0.02% of the hole density, so the low-injection condition holds. The hole current falls linearly from J at the blocking-side contact to zero at the collecting face, because the electron flux grows linearly with x. The average hole current is J/2, and the resistive part of the voltage it needs is

JW/(2qμ_p p) = 0.033 mV,  (38)

where μ_p is the hole mobility. This is 0.1% of V_T, far below the drop in the graded layer.

Diffusion itself requires many collisions within the layer. From D = cℓ/3, with c the mean thermal speed for an electron mass of roughly 0.12 free-electron masses, the mean free path ℓ is about 50 nm. It is 5% of W, but its effect on the delay is larger than that. For isotropic scattering with a fixed ℓ, a face that absorbs every electron reaching it acts in the diffusion description like a collection velocity of about D/(0.71ℓ) = 1.5×10⁷ cm/s. By (28) this adds about 7 ps, or 11%. The perfect sink is therefore not attainable, and v cannot much exceed this value. The diffusion equation becomes doubtful when W is reduced to a few times ℓ, and close to the collecting face it is approximate at any thickness.

**The combined response**

The remaining factor is the charging of the collector capacitance through the load. For a capacitance of 108.5 fF and a 50 Ω load it is 1/(1 + sR_LC_c), with delay R_LC_c = 5.4 ps. When response factors are multiplied, their first-order terms in s add, and so do their mean delays.

The combined calculation includes finite v, bulk loss, loss at the blocking face and uneven absorption, with uniform doping and T = 300 K. The absorber delay is 74.0 ps, and

⟨t⟩_device = 74.0 + 1.5 + 5.4 ps = 80.9 ps.  (39)

This is 25% above W²/(3D). Of the electrons created, 91.5% are collected. Relative to the zero-frequency signal, the 3 dB frequency is 1.96 GHz, 8% below the ideal value.

That bandwidth is higher than the 1.78 GHz found with finite v alone, although transit and charging have been added. Bulk recombination accounts for nearly all of the rise: finite v together with the 1 ns lifetime, and nothing else, gives 1.96 GHz. Recombination removes slow electrons preferentially, which raises the bandwidth at the cost of signal.

**Comparison with real detectors**

Germanium grown on silicon is used for detectors near 1550 nm, and a uni-travelling-carrier design relies on electron diffusion through a p-type absorber as treated here. An undepleted layer of 1000 nm is thick for a fast device of this kind. It was chosen so that the quadratic term dominates. The bandwidth can be raised with a thinner absorber, with graded doping as above, or with depleted germanium in which the carriers drift. The mobility, lifetime and face velocities are rough values that depend on doping and crystal quality, and the delay inherits their uncertainty. Among the effects computed above, the largest changes in delay come from giving up the perfect sink, +26%, and uniform doping, −22% for a doping ratio of 2 at constant gap, each taken alone. The ideal 64 ps is thus an estimate good to a few tens of per cent for such a layer, provided its material parameters are close to those assumed. The numerical output lists the separate corrections.

Values computed for the example and the checks

```
Temperature: 300 K
Absorber thickness W: 1000 nm
Electron mobility (rough): 2000 cm2/Vs
Thermal voltage: 25.85 mV
Diffusivity D: 51.7 cm2/s
W^2/D: 193.4 ps
Mean delay W^2/(3D): 64.47 ps
Mean delay, rate equations: 64.47 ps
Standard deviation of delay: 76.28 ps
Median delay: 38.05 ps
Tail time constant: 78.39 ps
3 dB value of omega*W^2/D: 2.608
3 dB frequency, ideal: 2.146 GHz
Single-pole estimate: 2.469 GHz
Phase of H at 3 dB: -36.15 deg
Collection velocity (rough): 6e+06 cm/s
Added delay W/v: 16.67 ps
Delay change, finite v: 25.85 %
Length 3D/v: 258.5 nm
3 dB frequency, finite v: 1.784 GHz
Bulk lifetime (rough): 1 ns
Carriers lost in bulk: 5.984 %
Delay change, bulk loss: -8.344 %
Blocking-face velocity S (rough): 1e+04 cm/s
Carriers lost at blocking face: 0.9487 %
Delay change, face loss: -1.658 %
Absorption coefficient (rough): 2000 1/cm
Delay change, uneven light: 2.482 %
Doping ratio in graded case: 2
Delay change, graded doping: -21.81 %
Warm temperature: 350 K
Mobility power (rough): 1.66
Delay change when warm: 10.71 %
Hole density (rough): 1e+18 cm^-3
Hole mobility (rough): 300 cm2/Vs
Device diameter: 20 um
Photocurrent: 0.1 mA
Current density: 31.83 A/cm2
Electron density at blocking face: 2.252e+14 cm^-3
Hole-current voltage drop: 0.03311 mV
Dielectric relaxation time: 0.02947 ps
Electron mass ratio (rough): 0.12
Electron mean free path: 49.94 nm
Silicon collector thickness: 300 nm
Silicon drift velocity (rough): 1e+07 cm/s
Collector mean delay: 1.5 ps
Load resistance: 50 ohm
Capacitance: 108.5 fF
RC delay: 5.424 ps
Combined collected fraction: 91.48 %
Combined absorber delay: 73.97 ps
Combined device delay: 80.89 ps
Combined 3 dB frequency: 1.964 GHz
```
